# Lower sticking broadens the coverage front without saving saturation dose

## Definitions and conventions

A cylindrical hole of diameter $d$ and depth $L$ has aspect ratio $a=L/d\gg1$. The coordinate $x$ runs from the mouth, $x=0$, to the bottom, $x=L$. Precursor molecules of mass $m$ and mean speed $v=\sqrt{8k_BT/(\pi m)}$ hit the walls but not each other, and molecules that do not stick leave the wall with a cosine distribution.

The wall offers $K_0$ adsorption sites per area, of which a fraction $\theta(x,t)$ is occupied. A molecule hitting the wall sticks with probability $s_0(1-\theta)$ and then stays. Thus $s_0$ is the sticking probability on a bare wall. By-products do not block sites, the diameter is constant during the pulse, and the bottom disc is an inert mirror.

The gas density at the mouth is held at $n_0$. The dose is the fluence on a flat surface there,

$$\Phi=\frac{n_0v}{4}\,t .$$

Since $n_0=p/(k_BT)$, inserting $v$ gives $n_0v/4=p/\sqrt{2\pi mk_BT}$, so the exposure is $pt=\Phi\sqrt{2\pi mk_BT}$.

"Filling" means bringing the bottom to a coverage $\theta_L$ close to one; 99% is used here. This choice matters, as the example shows. The claim to be examined is: *a molecule with lower sticking probability travels deeper before it reacts, so a deep hole needs a smaller dose.*

**Diffusivity.** Let a molecule leave the wall at angle $\alpha$ to the hole axis and azimuth $\varphi$ from the wall normal. The chord across the circular section is $d\cos\varphi$, and the path projected on that section is $\sin\alpha$ times the full path. The axial hop is therefore $z=d\cos\varphi\cos\alpha/\sin\alpha$. The cosine law has probability $\sin\alpha\cos\varphi\,\sin\alpha\,d\alpha\,d\varphi/\pi$, so

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\!\varphi\,d\varphi\int_0^\pi\!\cos^2\!\alpha\,d\alpha=\frac{d^2}{\pi}\cdot\frac43\cdot\frac{\pi}{2}=\frac{2d^2}{3}.$$

The number of hops starting per length and time is $R=\pi d\,nv/4$. If $R$ varies slowly, hops of length $z$ carry a net current $Rz-R'z^2/2$ through a plane. Averaging removes the first term by symmetry and leaves $-R'\langle z^2\rangle/2=-\pi d^3v\,n_x/12$. Division by the cross-section $\pi d^2/4$ gives the flux $-Dn_x$ with

$$D=\frac{dv}{3}.$$

**Balances.** The wall area per gas volume is $4/d$, and the impingement rate per wall area is $nv/4$. Hence

$$n_t=Dn_{xx}-\frac{s_0v}{d}(1-\theta)n,\qquad K_0\theta_t=\frac{s_0v}{4}(1-\theta)n, \tag{1}$$

with $n(0,t)=n_0$ and $n_x(L,t)=0$.

## The counter-example

Take the round model parameters $d=100$ nm, $L=20$ µm, molar mass 200 g/mol, $T=500$ K, $p=10$ Pa and $K_0=2\times10^{18}$ m$^{-2}$. Then $a=200$. For a collision diameter of 0.8 nm the mean free path is 243 µm, far above $d$, so the flow is free molecular.

A simple estimate sets the scale. Suppose the wall is full up to $x_f$ and bare beyond, and the gas density falls linearly from $n_0$ to zero at $x_f$. The molecules arriving per time, $(\pi d^2/4)Dn_0/x_f$, must cover new wall at the rate $\pi dK_0\,\dot x_f$. Therefore

$$x_f\dot x_f=\frac{dDn_0}{4K_0}\quad\Rightarrow\quad x_f^2=\frac{dDn_0t}{2K_0}=\frac{2d^2}{3}\frac{\Phi}{K_0}, \tag{2}$$

where the last step uses $D=dv/3$ and $n_0vt=4\Phi$. The front reaches the bottom when $\Phi/K_0=\tfrac32a^2=1.5\times200^2=60000$. At the mouth flux of $8.33\times10^{22}$ m$^{-2}$s$^{-1}$ this takes 1.44 s, an exposure of 14.40 Pa s. No sticking probability appears.

Now let $s_0$ fall by a factor of 100. The table gives the dose $\Phi/K_0$ that brings the bottom to 10%, 50% and 99% coverage in the diffusion model. The last column is the distance between 90% and 10% coverage at $\Phi/K_0=15000$, when the sharp front would stand at 10 µm.

| $s_0$ | 10% | 50% | 99% | width (µm) |
|---|---|---|---|---|
| 0.1 | 57247 | 59111 | 60032 | 0.63 |
| 0.01 | 51587 | 57294 | 60418 | 1.99 |
| 0.001 | 36308 | 52493 | 64477 | 6.30 |

The 99% column refutes the claim. The exposure rises from 14.41 to 14.50 and then to 15.48 Pa s. A hundredfold reduction in sticking costs 7.4% more dose, while the front becomes ten times wider.

The other columns show what is true in the claim. At $s_0=0.001$ the bottom reaches 10% coverage after 37% less dose than at $s_0=0.1$, and 50% coverage after 11% less. Molecules do arrive early. But those that went deep left sites empty nearer the mouth, and these sites must still be filled.

A direct time integration of (1), which retains the gas stored in the hole, gives 60048, 60420 and 64478 for the 99% doses. The stored gas accounts for at most about 1 of the difference of 16 at $s_0=0.1$; the rest is grid and time-step error. The tabulated doses come from the time-integrated equation derived next.

## The correct statement

Write $q=1-\theta_L$ for the fraction of empty sites at the bottom and $u_L=\ln(1/q)$. In the diffusion model with negligible gas storage, the required dose satisfies

$$\frac32a^2+\frac{u_L}{s_0}-\delta\;\le\;\frac{\Phi}{K_0}\;\le\;\frac32a^2+\frac{u_L}{s_0},\qquad \delta=qa\sqrt{\frac{3\pi}{2(1-q)s_0}}. \tag{3}$$

The first term is the cost of transport and does not contain $s_0$. The second is the dose that brings a flat surface to coverage $\theta_L$, and it grows when $s_0$ falls. The correction $\delta$ is the only place where a saving can hide. Relative to the sharp-front dose $\tfrac32a^2K_0$, the saving cannot exceed

$$\frac{\pi q^2}{4(1-q)u_L}, \tag{4}$$

whatever the values of $s_0$ and $a$. For 99% coverage, $q=0.01$ and $u_L=4.61$, so this is $1.7\times10^{-5}$. In the same diffusion model, a front far from the ends has a width proportional to $d/\sqrt{s_0}$; this is reliable only for $s_0\ll1$, where the front is much wider than one hop.

## Proof

**Removing time.** Define the scaled local fluence

$$u(x,t)=\frac{s_0v}{4K_0}\int_0^t n(x,t')\,dt' .$$

The second balance in (1) becomes $\theta_t=(1-\theta)u_t$. Starting from a bare wall, integration gives $-\ln(1-\theta)=u$, or $\theta=1-e^{-u}$. At the bottom this is $u_L=\ln(1/q)$.

Eliminating the adsorption term between the two balances gives $n_t=Dn_{xx}-(4K_0/d)\theta_t$. Integrated over time, the left side is the stored gas $n\le n_0$, while the last term is $(4K_0/d)\theta$. Their scale ratio is $n_0d/(4K_0)=1.8\times10^{-5}$ in the example, so storage is dropped. Since $\int n\,dt=4K_0u/(s_0v)$, what remains is

$$\frac{4K_0D}{s_0v}u_{xx}=\frac{4K_0}{d}\theta .$$

With $D=dv/3$ this becomes

$$u_{xx}=\frac{1-e^{-u}}{\lambda^2},\qquad \lambda=\frac{d}{\sqrt{3s_0}},\qquad u(0)=\frac{s_0\Phi}{K_0},\qquad u_x(L)=0. \tag{5}$$

The length $\lambda$ is the decay length of the gas over a bare wall. Let $h=L/\lambda=a\sqrt{3s_0}$.

**The moment identity.** Multiply (5) by $x$ and integrate over the hole. By parts,

$$\int_0^Lxu_{xx}\,dx=Lu_x(L)-\int_0^Lu_x\,dx=u(0)-u_L .$$

The right side of (5) gives $(3s_0/d^2)\int x\theta\,dx$. Dividing by $s_0$,

$$\frac{\Phi}{K_0}=\frac{3}{d^2}\int_0^Lx\,\theta\,dx+\frac{u_L}{s_0}. \tag{6}$$

Because $\theta\le1$, the integral is at most $L^2/2$. This proves the upper bound in (3).

**The lower bound.** The shortfall from the upper bound is $(3/d^2)\int x(1-\theta)\,dx$. To bound it, use (5) again. The right side is positive, so $u$ is convex; its slope vanishes at the bottom, so $u\ge u_L$ everywhere. Hence $1-e^{-u}\ge1-q$. With $y=(L-x)/\lambda$, two integrations from the bottom give

$$u\ge u_L+\tfrac12(1-q)y^2,\qquad 1-\theta=e^{-u}\le q\,e^{-(1-q)y^2/2}.$$

Replacing $x$ by its largest value $L$ and extending the integral to infinity only increases the estimate:

$$\frac{3}{d^2}\int_0^Lx(1-\theta)\,dx\le\frac{3L\lambda q}{d^2}\int_0^\infty e^{-(1-q)y^2/2}dy=\frac{3L\lambda q}{d^2}\sqrt{\frac{\pi}{2(1-q)}} .$$

Since $3L\lambda/d^2=3a/\sqrt{3s_0}=a\sqrt{3/s_0}$, this is $\delta$.

**The largest saving.** Put $b=q\sqrt{\pi/[2(1-q)]}$, so that $\delta=bh/s_0$, and note that $\tfrac32a^2=h^2/(2s_0)$. The relative saving compared with the sharp-front dose is then at most

$$\frac{\delta-u_L/s_0}{\tfrac32a^2}=\frac{2b}{h}-\frac{2u_L}{h^2}.$$

As a quadratic in $1/h$, this has its maximum at $1/h=b/(2u_L)$, with the value $b^2/(2u_L)$. Inserting $b$ gives (4).

The numerically located maximum for 99% is 0.00172%, at $h=733$. In the example, this would need $s_0=(733/200)^2/3\approx4.5$, which is impossible for a probability. For weaker criteria the room is larger: 0.355% at 90% bottom coverage, and 22.2% at 50%. The statement that a lower sticking probability does not reduce the dose is thus a statement about near-saturation.

**Reading the example.** For $s_0=0.001$ the upper bound is

$$60000+\frac{4.605}{0.001}=64605 .$$

When $q\ll1$ and $h\gg1$, the shortfall can also be estimated by setting $u\approx u_L+y^2/2$. In units of $K_0$,

$$\frac{q}{s_0}\int_0^h(h-y)e^{-y^2/2}dy\approx\frac{q}{s_0}\left(h\sqrt{\frac{\pi}{2}}-1\right).$$

With $h=10.95$ this is $10\times(13.72-1)\approx127$, and $64605-127=64478$, against 64477 from the full solution. For $s_0=0.1$ the flat-surface term is only 46, which is why that hole fills almost at the sharp-front dose.

**Doses for any criterion.** For weak criteria the bounds in (3) are too loose, but (5) has a first integral. Multiply it by $u_x$ and integrate from the bottom, where $u_x=0$:

$$\frac{u_x^2}{2}=\frac{1}{\lambda^2}\left(u-u_L+e^{-u}-e^{-u_L}\right).$$

Since $u$ falls with $x$, take the negative root, separate variables and integrate over the whole depth:

$$h=\int_{u_L}^{u(0)}\frac{du}{\sqrt{2\left(u-u_L+e^{-u}-e^{-u_L}\right)}} . \tag{7}$$

For given $h$ and $\theta_L$, this fixes $u(0)$, and $\Phi=K_0u(0)/s_0$. The doses in the table were computed in this way; the widths were read from the time integration of (1). That integration agrees with all nine doses within the 0.5% allowed by the test.

## The advancing front

While the front is many $\lambda$ from the bottom, $u_L$ is nearly zero and the first integral becomes

$$u_x=-\frac{1}{\lambda}\sqrt{2\left(u-1+e^{-u}\right)} .$$

Neither time nor position appears explicitly. The profile therefore keeps its shape and is only shifted as the dose grows. Coverage 90% means $u=-\ln0.1$, and coverage 10% means $u=-\ln0.9$, so

$$x_{10}-x_{90}=\lambda\int_{-\ln0.9}^{-\ln0.1}\frac{du}{\sqrt{2(u-1+e^{-u})}}=3.447\,\lambda=1.99\,\frac{d}{\sqrt{s_0}} .$$

For $s_0=0.001$, $\lambda=1.826$ µm and the width is 6.29 µm; the time integration gives 6.30 µm. Reducing $s_0$ a hundredfold widens the front tenfold.

The moment identity says where this broadened front stands. Before appreciable gas has reached the bottom, the term $u_L/s_0$ in (6) is negligible, and

$$2\int_0^Lx\theta\,dx=\frac{2d^2}{3}\frac{\Phi}{K_0}=x_f^2 ,$$

with $x_f$ the sharp-front depth (2). Treat $-\theta_x$ as a distribution of front positions, with $\theta=1$ at the mouth and $\theta=0$ at the bottom. Integration by parts gives its mean $X=\int\theta\,dx$ and its mean square $2\int x\theta\,dx=x_f^2$. If its standard deviation is $\sigma$, then

$$X^2+\sigma^2=x_f^2 .$$

Sticking probabilities for which the mouth is already saturated and the bottom still bare thus give the same root-mean-square front position, and a wider front has a smaller mean position. In the example at $\Phi/K_0=15000$, integrating (5) once gives $X=\lambda^2|u_x(0)|\approx\lambda\sqrt{2(u(0)-1)}$, so the mean coverage $X/L$ is 0.4998 for $s_0=0.1$ but 0.483 for $s_0=0.001$; the time integration gives 0.4997 and 0.4830. At equal dose, the low-sticking precursor has sent some molecules deeper, yet has covered slightly less wall in total.

## The result without diffusion

Diffusion theory assumes that the density varies slowly over one hop. At $s_0=1$, however, $\lambda=0.58d$, which is less than the root-mean-square hop $\sqrt{2/3}\,d=0.82d$. It also neglects the resistance of the mouth and the effect of rare long flights. The independence of the transport term from $s_0$ survives without these approximations.

Divide the wall into narrow rings of equal area. Let $G_{ij}$ be the probability that a molecule leaving ring $i$ next hits ring $j$, including flights reflected by the bottom. Between equal areas $G_{ij}=G_{ji}$. Let $b_i$ be the probability that the molecule instead leaves through the mouth, so $b_i+\sum_jG_{ij}=1$. By the same reciprocity, a mouth fluence $\Phi$ contributes $b_i\Phi$ to the fluence on ring $i$.

Let $N_iK_0$ be the total fluence received by ring $i$. Of this, $\theta_iK_0$ has stuck and the rest has been re-emitted. The balance, neglecting molecules in flight, is

$$N=b\,\frac{\Phi}{K_0}+G(N-\theta) .$$

The closure relation reads $b=(1-G)\mathbf 1$, where $\mathbf 1$ is the vector of ones. Therefore $(1-G)N=(1-G)\mathbf 1\,\Phi/K_0-G\theta$. Multiply by $(1-G)^{-1}$ and take the bottom ring, where $N_L=u_L/s_0$:

$$\frac{\Phi}{K_0}=\frac{u_L}{s_0}+\left[(1-G)^{-1}G\,\theta\right]_L . \tag{8}$$

This is the ballistic form of (6). Expanding $(1-G)^{-1}G=G+G^2+\dots$ shows its meaning. For $\theta\to1$, the last term becomes $H$, the mean number of later wall hits made by a molecule released at the bottom of a non-adsorbing hole before it escapes. $H$ depends on geometry alone. All elements of $G$ are non-negative and $\theta\le1$, so $\Phi/K_0\le H+u_L/s_0$ holds for any $s_0$.

In a deep hole, a random walk with mean square hop $2d^2/3$ needs about $L^2/(2d^2/3)=\tfrac32a^2$ hops to escape, which recovers the diffusion term. The computed $H$ exceeds this by 25% at $a=10$, 14% at $a=20$ and 1.8% at $a=200$.

A ballistic filling calculation for $a=20$ gives 99% doses of 685, 725 and 1137 $K_0$ for $s_0=1$, 0.1 and 0.01 with rings of width $0.1d$, which leaves them about 0.2% low. Diffusion theory gives 604, 645 and 1057. The absolute doses differ by about 80 $K_0$, close to the excess $H-\tfrac32a^2=682-600=82$. The cost of reducing $s_0$ from 0.1 to 0.01 is nevertheless the same in both descriptions: 412 $K_0$.

For the hole with $a=200$, $H\approx61060$ adds about 1060 $K_0$, or 0.25 Pa s, to each 99% exposure. The estimates become 14.7, 14.8 and 15.7 Pa s, and their order is unchanged.

## Where the sticking probability does matter

The two terms of the dose are equal at

$$s_0=\frac{u_L}{\tfrac32a^2}=\frac{4.605}{60000}=7.7\times10^{-5} .$$

Far below this value the hole is no longer diffusion-limited. The gas density is then nearly uniform, the whole wall fills at the same rate, and $\Phi\approx K_0u_L/s_0$. Each tenfold reduction of $s_0$ costs almost ten times the dose; the computed factor is 9.91 between values 100 and 1000 times below the crossover. Coverage is highly uniform during such a pulse, but uniformity is not economy.

The argument also depends on the wall ceasing to consume molecules once it is full. Suppose instead that each wall hit destroys a molecule with a fixed probability $r$, and that this loss dominates over adsorption. The steady balance is $Dn_{xx}=(rv/d)n$, or $n_{xx}=(3r/d^2)n$. With $n(0)=n_0$ and $n_x(L)=0$, its solution gives

$$\frac{n(L)}{n_0}=\frac{1}{\cosh(a\sqrt{3r})} .$$

The bottom needs a local fluence $K_0u_L/s_0$, so the dose is

$$\Phi=\frac{K_0u_L}{s_0}\cosh(a\sqrt{3r}) .$$

Reducing a permanent loss probability $r$ does save dose, and the saving becomes large once $a\sqrt{3r}$ exceeds one. The formula needs $ru_L\gg s_0$, because with both processes the time-integrated balance is $d^2u_{xx}=3s_0\theta+3ru$. At $a=200$ and $a\sqrt{3r}\le5$ one has $r\le2\times10^{-4}$, so $s_0$ must lie far below $10^{-3}$; the sticking probabilities of the table do not qualify. For them, setting $\theta\approx1$ gives $\Phi/K_0\approx(u_L/s_0+1/r)\cosh(a\sqrt{3r})-1/r$, which for $s_0=0.01$ and $a\sqrt{3r}=5$ is eleven times the pure-loss value. The cosh attenuation itself is meant for very deep holes, such as $a=200$, and for $a\sqrt{3r}$ up to about five. In shorter holes the resistance of the mouth, which it neglects, can make the required dose noticeably larger in this range. At larger values, more and more of the few molecules that reach the bottom arrive by rare long flights, which diffusion theory leaves out. The required dose then falls below the formula, eventually by many orders of magnitude. Self-limiting adsorption is different: a site takes one molecule and then lets all later ones pass. Lowering $s_0$ changes when the sites are filled, but for near-complete filling it hardly changes how many must be filled at each depth. This rule belongs to the ideal wall assumed here; desorption, site blocking by by-products and continued reaction on a covered wall lie outside it. The numerical output below gives the values used here.

## Table of computed values

```
diameter 100 nm, depth 20 um, L/d 200
molar mass 200 g/mol, T 500 K, p 10 Pa
site density K0 2.0e+18 m^-2
mean speed 230.1 m/s, diffusivity 7.669e-06 m^2/s
mean square axial hop / d^2: 0.66667
collision diameter 0.8 nm, mean free path 243 um
gas storage ratio n0 d/(4 K0): 1.81e-05
mouth impingement flux 8.332e+22 m^-2 s^-1
sharp-front dose: 60000 K0 = 14.402 Pa s = 1.440 s
90%-10% front width / lambda: 3.4474
profile taken at 15000 K0, sharp front 10.00 um
s0 0.1: lambda 0.183 um, h 109.54
  dose/K0 for 10, 50, 99% at bottom: 57247, 59111, 60032
  simulated dose/K0: 57258, 59123, 60048
  99% exposure 14.410 Pa s, vs sharp front +0.05 %
  two-term formula for 99%: 60046 K0
  profile: x50 9.96 um, width 0.63 um (formula 0.63)
  moment 3*int(x theta)/d^2: 14989, mean coverage 0.4997
s0 0.01: lambda 0.577 um, h 34.64
  dose/K0 for 10, 50, 99% at bottom: 51587, 57294, 60418
  simulated dose/K0: 51587, 57295, 60420
  99% exposure 14.503 Pa s, vs sharp front +0.70 %
  two-term formula for 99%: 60461 K0
  profile: x50 9.87 um, width 1.99 um (formula 1.99)
  moment 3*int(x theta)/d^2: 14999, mean coverage 0.4983
s0 0.001: lambda 1.826 um, h 10.95
  dose/K0 for 10, 50, 99% at bottom: 36308, 52493, 64477
  simulated dose/K0: 36309, 52493, 64478
  99% exposure 15.477 Pa s, vs sharp front +7.46 %
  two-term formula for 99%: 64605 K0
  profile: x50 9.37 um, width 6.30 um (formula 6.29)
  moment 3*int(x theta)/d^2: 14995, mean coverage 0.4830
width ratio, s0 0.001 to 0.1: 9.99
99% dose ratio, s0 0.001 to 0.1: 1.0740
largest saving for 50% at bottom: 22.2 % at h 3.71
largest saving for 90% at bottom: 0.355 % at h 36.8
largest saving for 99% at bottom: 0.00172 % at h 733
small-q estimate of 99% saving: 0.00171 %
sticking where both dose terms are equal: 7.68e-05
dose ratio for tenfold lower s0, reaction limit: 9.912
L/d 10: wall hits before escape 187.7, vs 1.5(L/d)^2 +25.11 %
L/d 20: wall hits before escape 681.8, vs 1.5(L/d)^2 +13.64 %
L/d 200: wall hits before escape 61056.1, vs 1.5(L/d)^2 +1.76 %
L/d 20, random flights: 679.5 +- 3.9 hits
L/d 20, s0 1.0: ballistic 684.9 K0, diffusion 604.2, with hit count 686.0
L/d 20, s0 0.1: ballistic 724.8 K0, diffusion 644.8, with hit count 726.6
L/d 20, s0 0.01: ballistic 1136.9 K0, diffusion 1057.2, with hit count 1139.0
added dose, s0 0.1 to 0.01: ballistic 412.1 K0, diffusion 412.4 K0
```
